Why a longer screening length can cost less voltage

**1. What dimensions allow**

A metal electrode screens a charge placed at its surface. In static, linear, local response, two properties of the electrode enter. The first is its lattice permittivity ε = κε₀, which contains all polarization except that of the mobile electrons. The second is γ = e²g, where g is the density of states at the Fermi level per energy and volume, and e > 0.

The units are C V⁻¹ m⁻¹ for ε and C V⁻¹ m⁻³ for γ. Their ratio is a length squared, so the screening length must be

λ = c₁ (ε/γ)^(1/2).

Let φₛ be the voltage lost in screening a charge σ per area. The ratio φₛ/σ has units V m² C⁻¹. Write it as ε^a γ^b. The powers of charge require a + b = −1, and the powers of length require −a − 3b = 2. Hence a = b = −1/2 and

φₛ/σ = c₂ (εγ)^(−1/2).

The permittivity enters the length with power +1/2 and the voltage with power −1/2. Raising ε at fixed g therefore lengthens λ and lowers φₛ at fixed σ. What remains is to find the constants, the mechanism, and what changes when the polarization of a film is given instead of σ.

**2. One electrode: field and states**

Let the electrode fill x > 0, with the potential φ measured from its deep interior. A positive φ lowers the electron levels by eφ. Since the electrochemical potential is uniform, geφ extra electrons per volume enter, and the charge density is

ρ = −e · geφ = −γφ.

Poisson's equation, εφ″ = −ρ, becomes

φ″ = (γ/ε)φ, so φ = φₛ e^(−x/λ) with λ = (ε/γ)^(1/2).

Thus c₁ = 1. The field at the surface is −φ′(0) = φₛ/λ. By Gauss's law it equals σ/ε, where σ is the magnitude of the screening charge. This gives

φₛ = σλ/ε.

Integrating the charge density over the depth gives the same σ as a count of states:

σ = γφₛ ∫₀^∞ e^(−x/λ) dx = γφₛλ, so φₛ = σ/(γλ).

Substituting λ in either form gives φₛ = σ/(εγ)^(1/2), so c₂ = 1.

The two forms answer the question from two sides. In φₛ = σλ/ε, the path is longer by the factor κ^(1/2), but the field at its start is weaker by the factor κ. In φₛ = σ/(γλ), a deeper layer contains more states, so a smaller shift of the bands accommodates the same charge. The quantity to compare between electrodes is λ/ε. The length λ alone ranks them correctly when ε is the same for all, and ranks them in reverse when g is the same for all.

**3. Weighing the two energy costs**

The energy shows how much of the gain comes from the weaker field and how much from the deeper layer. Take a trial charge profile of depth L, with magnitude (σ/L)e^(−x/L). The charge lying deeper than x gives the displacement D = σe^(−x/L), and the field energy per area is

∫₀^∞ D²/(2ε) dx = σ²L/(4ε).

Adding δn electrons per volume raises the filling level by δn/g and costs δn²/(2g) beyond their energy at the original Fermi level. With δn = |ρ|/e this is ρ²/(2γ), which integrates to σ²/(4γL). The total is

W(L) = σ²L/(4ε) + σ²/(4γL).

Setting dW/dL = σ²/(4ε) − σ²/(4γL²) = 0 gives L² = ε/γ, so L = λ. The two costs are then equal, and their sum is W = σ²λ/(2ε). Its derivative dW/dσ = σλ/ε is again φₛ.

For an electrode holding 20 µC/cm² with g = 10 eV⁻¹ nm⁻³, let κ rise from 5 to 20 at fixed charge:

- κ = 5: field 0.234 and band filling 0.234, sum 0.469 eV/nm².
- κ = 20 with the depth frozen: field 0.059 and band filling 0.234, sum 0.293 eV/nm².
- κ = 20 after the depth relaxes: 0.117 each, sum 0.234 eV/nm².

The weaker field supplies three quarters of the saving. The remaining quarter comes from the spreading of the charge, which raises the field energy but lowers the band-filling energy by more. The longer λ is thus itself a response that saves energy. For a small change of ε the energy saved by this spreading is of second order in the change, because W is stationary in L at L = λ.

**4. Adding the film: polarization given, charge free**

In a capacitor the film's polarization P is given, while σ adjusts. Consider a uniform film of thickness d and background permittivity ε_f between two identical thick electrodes joined by a wire. Let P point to the right. The left electrode then carries +σ and the right one −σ.

Gauss's law gives D = σ in the film. With D = P + ε_f E,

E = −(P − σ)/ε_f.

This is the depolarizing field, which points against P. Going from left to right, the potential falls by σλ/ε in each electrode and rises by (P − σ)d/ε_f across the film. Define, per area,

C_f = ε_f/d, Cₛ = ε/(2λ) = (εγ)^(1/2)/2.

The short circuit makes the total change zero:

σ/Cₛ = (P − σ)/C_f, so σ = P Cₛ/(C_f + Cₛ).

The voltage lost in the two electrodes together is

V = σ/Cₛ = P/(C_f + Cₛ).

Raising κ at fixed g raises Cₛ. The charge σ rises, which by itself would raise V, but the fall of 1/Cₛ outweighs it. Since Cₛ ∝ κ^(1/2),

d ln V/d ln κ = −(1/2) Cₛ/(C_f + Cₛ).

Two limits bracket the behaviour. For a thick film, C_f ≪ Cₛ, screening is nearly complete and V approaches P/Cₛ, with the full κ^(−1/2) dependence. For a very thin film, C_f ≫ Cₛ, little screening charge forms, V approaches Pd/ε_f, and the electrode permittivity hardly matters.

**5. Numbers for a 10 nm film**

Take P = 20 µC/cm² = 1.2483 e/nm², d = 10 nm, a film permittivity of 30, and g = 10 eV⁻¹ nm⁻³. With ε₀ = 0.05526 e/(V nm), the film has C_f = 0.1658 e/(V nm²). For κ = 5,

λ = (5 × 0.05526/10)^(1/2) nm = 0.166 nm,

Cₛ = 5 × 0.05526/(2 × 0.1662) = 0.831 e/(V nm²),

V = 1.2483/(0.1658 + 0.8311) = 1.25 V.

For κ = 20, with everything else held fixed, λ doubles to 0.332 nm and Cₛ doubles to 1.662 e/(V nm²), so

V = 1.2483/(0.1658 + 1.6623) = 0.68 V.

The voltage falls by the factor 0.55 rather than 0.50, because σ rises from 16.7 to 18.2 µC/cm². The depolarizing field V/d falls from 1.25 to 0.68 MV/cm. A numerical solution of Poisson's equation for the whole stack gives the same voltages.

A control separates length from voltage. Keep κ = 5 and multiply g by four instead. Then λ shrinks to 0.083 nm, yet V is again 0.68 V. The two electrodes have the same product εγ and lose the same voltage, although their screening lengths differ by a factor of four.

**6. Does the sign survive a nonlinear band?**

The band shift at κ = 5 is about 0.6 eV per electrode, which is not small beside a Fermi energy of 2.2 eV (a parabolic band with the free-electron mass and the chosen g). Let ρ(φ) be any local carrier law that does not depend on ε. Multiply εφ″ = −ρ by φ′ and integrate from the surface to the interior, where φ and φ′ vanish:

−(ε/2)φ′(0)² = ∫₀^φₛ ρ dφ.

Since εφ′(0) has magnitude σ,

σ²/(2ε) = −∫₀^φₛ ρ dφ.

In a stable electron system ρ has the sign opposite to φ, so the right side is positive and grows with |φₛ|. Raising ε at fixed σ lowers the left side, and |φₛ| must fall.

The same holds at fixed P. The summed electrode drop grows with σ and must equal (P − σ)/C_f, which decreases with σ. Raising ε lowers the first curve, so the crossing moves to larger σ and smaller voltage.

For κ = 5 the parabolic band gives 0.61 V on the side that gains electrons and 0.64 V on the side that loses them. The difference arises because this band has more states above the Fermi level than below it. The sum, 1.255 V, is within 0.3 percent of the linear result.

**7. Nonlocal response and exchange**

The local law is doubtful when λ = 0.17 nm while π/k_F = 0.42 nm, where k_F is the Fermi wavenumber. Suppose that the surface reflects electrons specularly, and neglect the interference between incoming and reflected waves. The half-space can then be continued as its mirror image, with a sheet 2σ at x = 0 as the source. Each Fourier component obeys (εk² + e²χ(k))φ_k = 2σ, where χ is the static density response. Transforming back to x = 0 gives

φₛ = (2σ/π) ∫₀^∞ dk/[εk² + e²χ(k)].

For χ = g the integral is π/[2(εγ)^(1/2)], and the local result returns. For any positive χ that does not depend on ε, the integrand falls at every k > 0 as ε rises, so the sign is unchanged. The free-electron response gives V = 1.28 V for κ = 5 and 0.69 V for κ = 20, which is 2 percent and less than 1 percent above the local values. These small corrections belong to the mirror-image model. At a hard wall, interference makes the electron density vanish, which pushes the screening charge inward. With the lattice permittivity kept uniform up to the wall, the free-electron response of the bare hard-wall states then gives 1.90 and 0.89 V. These states correspond to a positive background that ends 3π/(8k_F) = 0.16 nm inside the wall. If the background reaches the wall, a self-consistent Hartree solution gives 1.71 and 0.83 V. The electrode with the larger κ still loses less, but the size of the loss depends on the surface.

Exchange makes added electrons cheaper and so raises dn/dµ, the change of electron density with chemical potential, above g. The size of this effect depends on what weakens exchange. The lattice is too slow to follow electrons near the Fermi level, so mainly the fast electronic part of the polarization counts. If that part has a relative permittivity of 2 in both electrodes, dn/dµ is 1.67g and the voltages become 1.01 and 0.54 V. The benefit of the larger κ is then 46 percent, almost the same as without exchange. If the full κ weakened exchange, the voltages would be 1.16 and 0.67 V and the benefit 42 percent. Correlation is left out. In the local density approximation with a fast permittivity of 2, it would raise dn/dµ to 1.76g and give 0.98 and 0.53 V. The value 2 is itself an assumption: with exchange alone, 1.5 gives 2.14g and 3 gives 1.36g, while the benefit stays at 46 to 47 percent. Heating to 85 °C changes dn/dµ by −0.02 percent, which is negligible here.

The lattice response is nonlocal too. The screening lengths found here are shorter than a typical unit cell, whereas a bulk κ describes fields that vary slowly over many cells. As an illustration, let the part of κ above 5 fall off as 1/(1 + k²ξ²) with ξ = 0.2 nm. The electrode with a bulk κ of 20 then loses 1.02 V instead of 0.68 V. The sign of the effect survives, but much of its size can be lost.

**8. The interface, and the real case**

A nonpolar layer of thickness t and permittivity ε_i between film and electrode also carries D = σ and adds σt/ε_i to the loss. The formula for V keeps its form, with 1/Cₛ replaced by 1/Cₛ + t/ε_i. For t = 0.5 nm and relative permittivity 10, the total loss is 1.95 V at κ = 5 and 1.50 V at κ = 20. The benefit of the larger κ drops from 45 to 23 percent, because the added term t/ε_i is the same for both electrodes.

The position of the screening charge matters too. Shift the exponential charge profile rigidly 0.05 nm further out, so that its outer part overlaps the film. At κ = 5 and fixed σ = 16.7 µC/cm² the loss per electrode then falls by 0.19 V if the overlap region has relative permittivity 5; this is σ × 0.05 nm divided by the permittivity. If the overlap region has relative permittivity 30, the loss still falls by 0.17 V, because the displacement is reduced mostly inside the electrode, where κ = 5. The same product taken with 30, 0.03 V, applies only to charge that moves wholly within a medium of that permittivity. Atomic structure at the interface can thus compete with the effect under study.

The film parameters are rough typical values for hafnia-based ferroelectrics. The value of g is a round number chosen for illustration; an electrode with more states at the Fermi level loses less voltage. The values of κ are a controlled variation, not data for particular materials. Against a rough coercive field of 1 MV/cm, the depolarizing field without an interface layer lies above it for κ = 5 and below it for κ = 20. This ordering depends on the chosen g: for g above about 17 eV⁻¹ nm⁻³ both fields lie below it. With the 0.5 nm layer it is 1.95 and 1.50 MV/cm, above the coercive field in both cases. All these film fields lie below a rough breakdown field of 4 MV/cm. The field inside the 0.5 nm layer, σ/ε_i, is much higher, 17 to 18 MV/cm. A real layer may leak or trap charge at such fields, so its share of the loss is only a rough estimate. Where the coercive field is exceeded, the assumed uniform, fixed P is not secure, and the film may switch back in part or form domains. Real films also break the assumption of interfaces free of trapped charge. Trapped charge of 10¹³ e/cm² at each face, with the sign that compensates P, lowers V by 0.10 V at κ = 5 and by 0.055 V at κ = 20. Finally, the field at the electrode surface is 10 to 38 MV/cm, where the lattice permittivity may saturate. If it fell from 20 to 10 throughout the screening layer, V would rise from 0.68 to 0.93 V.

A design rule follows, with its conditions. Among thick electrodes of equal density of states and equal interface structure, the one with the higher static lattice permittivity on the scale of the screening layer loses less voltage. A high bulk value alone does not fix the size of the gain. If the density of states differs as well, the product κg decides within linear local screening. The numerical output below lists the main values.

Calculated quantities

```
INPUTS (rough typical values)
polarization P = 20.0 uC/cm2 = 1.2483 e/nm2
film: thickness 10.0 nm, permittivity 30
density of states g = 10.0 per eV nm3
eps0 = 0.05526 e/(V nm)
film capacitance Cf = 0.1658 e/(V nm2)
coercive field 1.0, breakdown 4.0 MV/cm
LINEAR STACK, numerical solution
kappa 5: lambda = 0.1662 nm, lambda/kappa = 0.03325 nm
  Cs = 0.8311 e/(V nm2), sigma = 16.67 uC/cm2
  V lost = 1.252 V, per electrode 0.626 V
  depolarizing field = 1.252 MV/cm
  electrode surface field = 37.7 MV/cm
kappa 10: lambda = 0.2351 nm, lambda/kappa = 0.02351 nm
  Cs = 1.1754 e/(V nm2), sigma = 17.53 uC/cm2
  V lost = 0.931 V, per electrode 0.465 V
  depolarizing field = 0.931 MV/cm
  electrode surface field = 19.8 MV/cm
kappa 20: lambda = 0.3325 nm, lambda/kappa = 0.01662 nm
  Cs = 1.6623 e/(V nm2), sigma = 18.19 uC/cm2
  V lost = 0.683 V, per electrode 0.341 V
  depolarizing field = 0.683 MV/cm
  electrode surface field = 10.3 MV/cm
d ln V / d ln kappa at kappa 5 = -0.417
control kappa 5, 4g: lambda = 0.0831 nm, V = 0.683 V
ENERGY of one electrode holding charge P, eV/nm2
kappa 5: field 0.2344, band 0.2344, sum 0.4687
kappa 20, depth frozen: field 0.0586, band 0.2344, sum 0.2929
kappa 20, relaxed: field 0.1172, band 0.1172, sum 0.2344
NEGLECTED EFFECTS
parabolic band: Fermi energy 2.155 eV, density 14.37 per nm3
Fermi wavenumber 7.52 per nm, pi/kF = 0.418 nm
kappa 5 nonlinear: accumulation 0.612, depletion 0.643, V = 1.255 V
  nonlocal response: V = 1.279 V
  with exchange: V = 1.164 V
  with interface layer: V = 1.950 V
kappa 20 nonlinear: accumulation 0.337, depletion 0.346, V = 0.683 V
  nonlocal response: V = 0.687 V
  with exchange: V = 0.670 V
  with interface layer: V = 1.505 V
interface layer: 0.5 nm, permittivity 10
change of dn/dmu at 85 C: -0.0169 percent
kappa 5: 1e13 per cm2 trapped charge at each face removes 0.100 V
kappa 20: 1e13 per cm2 trapped charge at each face removes 0.055 V
charge shifted out 0.05 nm, local permittivity 5: 0.188 V
charge shifted out 0.05 nm, local permittivity 30: 0.031 V
```
